# What the slope of a Fowler-Nordheim plot fixes: test program

```python
# Result under test: the slope -B of ln(J/F^2) against 1/F obeys
#   B = 4 sqrt(2 m) phi^(3/2) / (3 e hbar),
# so it fixes m*phi^3 but neither m nor phi separately.
# J: current density; F: field (V/nm); m: insulator mass (units of m0);
# phi: barrier above the emitter Fermi level (eV).
# Emitter: free electrons, zero temperature, mass ME, Fermi energy EF.
# The triangular barrier is sharp; image force and anode reflection are omitted.
import numpy as np
from scipy.constants import e, hbar, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy

K1 = np.sqrt(2 * m_e * e) / hbar * 1e-9       # 1/(nm sqrt(eV)) for mass m0
B1 = 4 * K1 / 3                              # V/nm for m = 1, phi = 1 eV
C = e**2 / (16 * pi**2 * hbar)               # A eV / V^2
SUPPLY = e**3 * m_e / (2 * pi**2 * hbar**3)  # A / (m^2 eV^2) for mass m0
ME, EF = 1.0, 5.0
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def airy_transmission(m, barrier, normal_energy, F):
    """Exact flux transmission into an outgoing wave on a linear ramp."""
    energy_scale = (F**2 / (K1**2 * m))**(1 / 3)
    length = energy_scale / F
    ai, aip, bi, bip = airy(barrier / energy_scale)
    wave = bi + 1j * ai
    slope = -(bip + 1j * aip) / length
    k = K1 * np.sqrt(ME * normal_energy)
    amplitude = 2 / (wave + slope * ME / (1j * k * m))
    return ME / (k * m) * abs(amplitude)**2 / (pi * length)


def current(m, phi, F, exact=True, transverse_mass=None):
    """Current density in A/m^2 from the sum over occupied emitter states."""
    mt = m if transverse_mass is None else transverse_mass
    decay = F / (2 * K1 * np.sqrt(m * phi))
    depth_max = min(30 * decay, 0.95 * EF)
    depth = depth_max * NODES[:, None]
    trans_max = np.minimum(30 * decay * mt / ME, EF - depth)
    trans = trans_max * NODES[None, :]
    barrier = phi + depth + trans * ME / mt
    if exact:
        T = airy_transmission(m, barrier, EF - depth - trans, F)
    else:
        T = np.exp(-B1 * np.sqrt(m) * barrier**1.5 / F)
    weight = depth_max * WEIGHTS[:, None] * trans_max * WEIGHTS[None, :]
    return SUPPLY * ME * np.sum(weight * T)


def log_ratio(m, phi, F, **options):
    return np.log(current(m, phi, F, **options) / (F * 1e9)**2)


fields = 1 / np.linspace(1 / 1.0, 1 / 0.6, 9)


def fit_plot(m, phi):
    y = [log_ratio(m, phi, F) for F in fields]
    gradient, intercept = np.polyfit(1 / fields, y, 1)
    return -gradient, intercept


def matching(m, phi):
    r = np.sqrt((phi / m) / (EF / ME))
    return 4 * r / (1 + r**2)


m_true, phi_true = 0.4, 3.0
S_true = m_true * phi_true**3
B_true = B1 * np.sqrt(S_true)
B_fit, intercept_fit = fit_plot(m_true, phi_true)
S_fit = (B_fit / B1)**2
A_fit = np.exp(intercept_fit)
print("Mass, barrier: %.2f m0, %.2f eV" % (m_true, phi_true))
print("Emitter mass, Fermi energy: %.1f m0, %.1f eV" % (ME, EF))
print("Slope constant for m0 and 1 eV: %.4f V/nm" % B1)
print("Prefactor constant e^3/(16 pi^2 hbar): %.4e A eV/V^2" % C)
for F in (0.6, 0.8, 1.0):
    print("J at %.1f V/nm: %.3e A/cm^2"
          % (F, current(m_true, phi_true, F) / 1e4))
print("B from formula: %.3f V/nm" % B_true)
print("B from fitted current: %.3f V/nm" % B_fit)
print("m phi^3, true and fitted: %.3f, %.3f m0 eV^3" % (S_true, S_fit))
print("Fitted intercept ln[(J/F^2)/(A/V^2)]: %.3f" % intercept_fit)
assert abs(B_fit / B_true - 1) < 0.01

# Powers of mass and barrier measured from the integrated current.
h = 0.05
power_m = np.log(fit_plot(m_true * np.exp(h), phi_true)[0]
                 / fit_plot(m_true * np.exp(-h), phi_true)[0]) / (2 * h)
power_phi = np.log(fit_plot(m_true, phi_true * np.exp(h))[0]
                   / fit_plot(m_true, phi_true * np.exp(-h))[0]) / (2 * h)
assert abs(power_m - 0.5) < 0.01 and abs(power_phi - 1.5) < 0.02
print("Power of m in fitted slope: %.4f" % power_m)
print("Power of phi in fitted slope: %.4f" % power_phi)

# Low-field limits of the three prefactor laws. Corrections are of order F.
errors = []
for F in (0.8, 0.2):
    law = np.log(C * matching(m_true, phi_true) / phi_true) - B_true / F
    errors.append(log_ratio(m_true, phi_true, F) - law)
assert abs(errors[1]) < 0.02 and abs(errors[1]) < 0.4 * abs(errors[0])
print("ln(exact J/full law) at 0.8, 0.2 V/nm: %.4f, %.4f" % tuple(errors))
F = 0.2
momentum_law = np.log(C / phi_true) - B_true / F
energy_law = np.log(C * ME / (m_true * phi_true)) - B_true / F
assert abs(log_ratio(m_true, phi_true, F, exact=False) - momentum_law) < 0.02
assert abs(log_ratio(m_true, phi_true, F, exact=False, transverse_mass=ME)
           - energy_law) < 0.02
print("Matching factor P: %.3f" % matching(m_true, phi_true))

for mass in (0.3, 0.4, 0.5, 0.6, 1.0):
    print("Barrier from slope if m = %.1f m0: %.3f eV"
          % (mass, (S_fit / mass)**(1 / 3)))

# Different barriers with equal m*phi^3; direct tunnelling tells them apart.
thickness, voltage = 2.0, 1.0
F_direct = voltage / thickness
print("Direct tunnelling: %.1f nm, %.1f V" % (thickness, voltage))
direct_exponents = []
for phi in (2.5, 3.0, 3.5):
    m = S_true / phi**3
    B_member, intercept_member = fit_plot(m, phi)
    assert abs(B_member / B_true - 1) < 0.01
    D = quad(lambda x: 2 * K1 * np.sqrt(m * (phi - F_direct * x)),
             0, thickness)[0]
    recovered = voltage / (1 - (1 - D * F_direct / B_true)**(2 / 3))
    assert abs(recovered - phi) < 1e-6
    direct_exponents.append(D)
    print("phi %.1f eV, m %.4f m0: B %.3f V/nm, intercept %.3f"
          % (phi, m, B_member, intercept_member))
    print("  direct exponent D %.3f, recovered phi %.3f eV" % (D, recovered))
assert direct_exponents[0] > direct_exponents[1] + 1
assert direct_exponents[1] > direct_exponents[2] + 1

# Barriers inferred from the same slope and intercept by different laws.
phi_energy = np.sqrt(S_fit * A_fit / (C * ME))
phi_momentum = C / A_fit
phi_wrong_area = np.sqrt(S_fit * (A_fit / 2) / (C * ME))
print("Intercept, transverse-energy law: %.3f eV" % phi_energy)
print("Same, assumed area twice true area: %.3f eV" % phi_wrong_area)
print("Intercept, momentum law without P: %.3f eV" % phi_momentum)


def two_barriers(S, target):
    """Both solutions of phi/P = target at fixed S = m phi^3."""
    def scaled(phi):
        return phi / matching(S / phi**3, phi)
    turning = minimize_scalar(scaled, bounds=(0.5, 6), method="bounded").x
    low = brentq(lambda p: scaled(p) - target, 0.2, turning)
    high = brentq(lambda p: scaled(p) - target, turning, 10)
    return low, high


low_fit, high_fit = two_barriers(S_fit, C / A_fit)
assert abs(high_fit / phi_true - 1) < 0.1
print("Intercept, full law, two barriers: %.3f, %.3f eV"
      % (low_fit, high_fit))
print("Their masses: %.3f, %.3f m0"
      % (S_fit / low_fit**3, S_fit / high_fit**3))

target_true = phi_true / matching(m_true, phi_true)
phi_rival, phi_back = two_barriers(S_true, target_true)
m_rival = S_true / phi_rival**3
assert abs(phi_back - phi_true) < 1e-6
differences = [log_ratio(m_rival, phi_rival, F)
               - log_ratio(m_true, phi_true, F) for F in fields]
largest = max(abs(np.array(differences)))
# The laws coincide at leading order; the remaining difference is of order F.
assert largest < 0.1
print("Rival of true pair: phi %.3f eV, m %.3f m0" % (phi_rival, m_rival))
print("Largest |ln(J_rival/J_true)|, 0.6-1.0 V/nm: %.4f" % largest)
print("success")
```

Output:

```
Mass, barrier: 0.40 m0, 3.00 eV
Emitter mass, Fermi energy: 1.0 m0, 5.0 eV
Slope constant for m0 and 1 eV: 6.8309 V/nm
Prefactor constant e^3/(16 pi^2 hbar): 1.5414e-06 A eV/V^2
J at 0.6 V/nm: 1.988e-09 A/cm^2
J at 0.8 V/nm: 4.043e-05 A/cm^2
J at 1.0 V/nm: 1.714e-02 A/cm^2
B from formula: 22.449 V/nm
B from fitted current: 22.423 V/nm
m phi^3, true and fitted: 10.800, 10.775 m0 eV^3
Fitted intercept ln[(J/F^2)/(A/V^2)]: -13.878
Power of m in fitted slope: 0.5014
Power of phi in fitted slope: 1.5029
ln(exact J/full law) at 0.8, 0.2 V/nm: -0.0364, -0.0094
Matching factor P: 1.960
Barrier from slope if m = 0.3 m0: 3.299 eV
Barrier from slope if m = 0.4 m0: 2.998 eV
Barrier from slope if m = 0.5 m0: 2.783 eV
Barrier from slope if m = 0.6 m0: 2.619 eV
Barrier from slope if m = 1.0 m0: 2.209 eV
Direct tunnelling: 2.0 nm, 1.0 V
phi 2.5 eV, m 0.6912 m0: B 22.428 V/nm, intercept -13.674
  direct exponent D 24.031, recovered phi 2.500 eV
phi 3.0 eV, m 0.4000 m0: B 22.423 V/nm, intercept -13.878
  direct exponent D 20.458, recovered phi 3.000 eV
phi 3.5 eV, m 0.2519 m0: B 22.419 V/nm, intercept -14.148
  direct exponent D 17.794, recovered phi 3.500 eV
Intercept, transverse-energy law: 2.562 eV
Same, assumed area twice true area: 1.812 eV
Intercept, momentum law without P: 1.641 eV
Intercept, full law, two barriers: 1.155, 3.143 eV
Their masses: 6.990, 0.347 m0
Rival of true pair: phi 1.255 eV, m 5.462 m0
Largest |ln(J_rival/J_true)|, 0.6-1.0 V/nm: 0.0400
success
```
